Electron-affinity change of Si(111) from a monolayer of outward dipoles

Anyone who places the energy bands of a chemically covered Si(111) surface on a common scale with a metal, a molecule or the vacuum must decide whether the electron affinity of the uncovered surface may be kept. If the covering layer moves it by a few millielectronvolts, the old value will do. If it moves it by several tenths of an electronvolt, both the size and the sign of the shift must enter the calculation, because a shift applied with the wrong sign doubles the error it was meant to remove.

The case treated here is a full monolayer of dipoles, each of moment p = 0.1 D, at a density N = 7.8 × 10¹⁴ cm⁻². The dipole vector runs from negative to positive charge. "Outward" therefore means that the positive end faces the vacuum. If the arrow is drawn from positive to negative, the same words describe the reverse layer, and the sign of the answer reverses.

**The estimate**

Picture each dipole as charges −q and +q, with the positive one farther out by a distance d, so that p = qd. The monolayer is then a parallel-plate capacitor with charge Nq per area on its outer plate and −Nq on its inner plate. The field between the plates has magnitude Nq/ε₀, and the voltage across them is

ΔV = (Nq/ε₀) d = Np/ε₀.

The distance d has dropped out. With p = 3.336 × 10⁻³¹ C m, N = 7.8 × 10¹⁸ m⁻² and ε₀ = 8.854 × 10⁻¹² F/m,

ΔV = (7.8 × 10¹⁸)(3.336 × 10⁻³¹)/(8.854 × 10⁻¹²) V = 0.29 V.

The outer plate is positive, so the potential is higher outside. An electron has negative charge and therefore a lower energy there than it would have without the layer. Less energy is needed to take it from the conduction band into the vacuum:

Δχ ≈ −0.29 eV.

The electron affinity decreases. For other layers it is handy to know that 1 D at 10¹⁴ cm⁻² gives 0.3767 V. Here the product is 0.1 × 7.8 × 0.3767 V = 0.294 V.

**What is being compared**

The electron affinity is

χ = E_vac − E_c,

where E_c is the conduction band edge at the surface and E_vac is the energy of an electron at rest just outside. "Just outside" means far from the layer compared with the spacing of the dipoles, and far enough for the electron's attraction to its own image in the silicon to be negligible, yet near compared with the width of the sample. The change Δχ is taken relative to the same surface, with the same atomic positions and the same remaining charge, but without the dipoles.

Band bending does not enter this definition. A slowly varying potential in the silicon moves E_c at the surface and E_vac just outside by the same amount. The space charge can add a small drop across the layer itself. If its field in the silicon is F, the drop is at most about εFd, where ε is the relative permittivity of silicon; this value is reached when the balancing charge lies outside the layer. It is negligible when εF is small compared with the field of the dipoles themselves. The ionisation energy, χ plus the band gap, changes by the same Δχ as long as the layer leaves the gap alone.

**Derivation without the capacitor picture**

Real bond charge does not sit on two plates. Let z increase outward, and let ρ(z) be the charge density of the dipole layer averaged over planes parallel to the surface. Averaging Poisson's equation over such a plane removes the lateral derivatives, because they average to zero in a periodic layer. For a layer in vacuum this leaves

φ″(z) = −ρ(z)/ε₀

for the averaged potential φ. Choose z₁ below all the charge of the layer and z₂ above it. The layer is neutral, so integrating the equation once gives

φ′(z₂) − φ′(z₁) = −(1/ε₀) ∫ ρ dz = 0.

The averaged field is thus the same on both sides. With no external field applied it is zero on both. The potential step follows by integrating φ′ by parts:

φ(z₂) − φ(z₁) = ∫ φ′ dz
= z₂φ′(z₂) − z₁φ′(z₁) − ∫ z φ″ dz.

The two boundary terms vanish because φ′ is zero at both ends. Inserting φ″ = −ρ/ε₀ turns the minus sign into a plus:

φ(z₂) − φ(z₁) = (1/ε₀) ∫ z ρ(z) dz.

The integral is the normal dipole moment per area. With N dipoles per area, each with normal component p_z, it equals Np_z. An electron at potential φ has energy −eφ, and the band edge follows the potential on the inner side, so

Δχ = −e[φ(z₂) − φ(z₁)] = −eNp_z/ε₀.

The shape of the charge distribution does not matter, only its first moment. A dipole tilted by θ from the normal has p_z = p cos θ, and its lateral component produces no averaged step. A tilt of 10 degrees changes −0.2938 eV to −0.2894 eV, a loss of 1.5 per cent. Thermal motion of the bond direction enters in the same way, through the mean of cos θ.

**Does the silicon screen the step?**

Silicon has a relative permittivity of roughly 11.7, and it might seem that the step should be divided by this number. Whether it should depends on where the charge lies. With a permittivity ε(z), the averaged equation becomes

(εφ′)′ = −ρ/ε₀.

Suppose first that the whole dipole layer lies outside the silicon. Integrating upward from the interior, where there is no field, gives εφ′ = 0 throughout the silicon. Hence φ′ = 0 there, whatever the value of ε. The whole step falls in the region where ε = 1, and it remains Np/ε₀.

Now suppose that the whole layer lies inside the dielectric. The quantity εφ′ is the same function of z as before, measured from the layer, but φ′ is smaller by the factor ε. The step is then

ΔV = Np/(ε ε₀).

A numerical solution of the averaged Poisson equation tested both cases. It gave 0.2938 V for the layer outside and 0.0251 V for the layer inside, in agreement with 0.2938 V/11.7.

Image charges lead to the same conclusion for the outer layer. A charge q outside a dielectric acts on the vacuum side together with an image −βq, where

β = (ε − 1)/(ε + 1).

Reflection turns a normal dipole upside down, and the minus sign turns it back, so the image dipole βp also points outward. A dipole sheet in free space gives +Np/(2ε₀) above and −Np/(2ε₀) below. With the image, the potential above is

(Np/2ε₀)(1 + β) = (Np/2ε₀) · 2ε/(ε + 1).

Inside the dielectric the outer charge acts with the reduced strength 2q/(ε + 1), so the potential there is

−(Np/2ε₀) · 2/(ε + 1).

Their difference is (Np/2ε₀)(2ε + 2)/(ε + 1) = Np/ε₀. The silicon changes how the step is shared between the two sides, but not the step.

A surface bond is neither wholly outside nor wholly inside a dielectric with a sharp edge. The estimate therefore takes 0.1 D to be the moment of the whole charge rearrangement caused by the layer, including the response of the silicon bond beneath it.

**From an infinite sheet to separate dipoles on a finite sample**

The averaged step is useful only if an electron actually sees it. Two lengths decide this: the width of the sample and the spacing of the sites.

For the width, take a free-standing disc of radius R and a point on its axis at height z. One normal dipole at lateral distance s contributes pz/[4πε₀(s² + z²)^(3/2)]. Summing over rings of area 2πs ds gives

φ(z) = (Npz/2ε₀) ∫₀ᴿ s ds/(s² + z²)^(3/2)
= (Np/2ε₀)[1 − z/√(z² + R²)].

The potential at −z is the negative of this, so the difference between the two sides is

φ(z) − φ(−z) = (Np/ε₀)[1 − z/√(z² + R²)].

For z much smaller than R the full step appears, with a relative deficit of about z/R. Far from the disc the step fades away, which is why χ refers to the vacuum level just outside. A direct Coulomb sum over 980 215 charge pairs in a disc of radius 200 nm, evaluated 1 nm above and 1 nm below, gave an affinity change of −0.2924 eV. The deficit relative to −0.2938 eV is 0.5 per cent, as z/R = 1/200 requires. This sum tests both the size and the sign, since it uses nothing but Coulomb's law and the positions of the charges.

For the spacing, let the sites form a hexagonal lattice with neighbour distance a. The area per site is (√3/2)a², so

a = √[2/(√3 N)] = 0.385 nm.

The lateral variation of the potential can be written as a sum of waves with reciprocal lattice vectors of length G. Outside the charge, Laplace's equation requires each wave to satisfy f″ = G²f, so it decays as exp(−G|z|). A single plane of point charges q has charge amplitude Nq in every wave. The jump of f′ across the plane is −2Gf(0), and it must equal −Nq/ε₀, so

f(z) = [Nq/(2ε₀G)] exp(−G|z|).

A dipole layer is a positive plane at d/2 and a negative plane at −d/2. For small d and z > 0 its wave amplitude is

f(z − d/2) − f(z + d/2) ≈ −d f′(z) = (Np/2ε₀) exp(−Gz).

The shortest vectors, six in number, have G = 4π/(√3a) = 18.86 nm⁻¹. At z = 0.30 nm the exponential is 0.0035. Above a site the six waves add in phase, which gives 6 × 0.0035 × 0.147 V, or about 3 mV. For charges a finite distance apart the same subtraction, done without the approximation, multiplies each wave by sinh(Gd/2)/(Gd/2). With d = 0.19 nm this factor is 1.6 for the shortest vectors, and the ripple is about 5 mV. Either way it is small beside 0.29 V, and at 1 nm the exponential has fallen below 10⁻⁸. The step due to the layer is thus fully formed within a nanometre of the surface. The attraction of an electron to its own image in the silicon reaches farther: its energy is −βe²/(16πε₀z), with β as above, or about −0.3 eV at 1 nm. For dipoles of fixed moment it is the same with and without the layer. A polarisable layer adds to it, by about −0.05 eV at 1 nm for the rough values used in the next section, but this addition fades faster with height. E_vac must be taken where both energies have died away, and neither then enters Δχ.

**The size of the neglected depolarisation**

The estimate gives every dipole the same 0.1 D however close its neighbours are. In a dense layer, each dipole sits in the field of the others. A normal dipole p produces, at distance r in its own plane, the normal field

E = −p/(4πε₀r³).

The minus sign says that the field opposes the dipoles. If each unit has polarisability volume α, the induced moment is 4πε₀αE. Let p₀ be the moment of an isolated unit and p the common moment in the full layer. Then

p = p₀ − αSp, with S = Σ 1/r³,

where the sum runs over all other sites. Collecting the terms in p gives

p = p₀/(1 + αS).

For the present lattice S = 193.7 nm⁻³. The six nearest neighbours supply 6/a³, about 105 nm⁻³, so a little under half of S comes from farther away. A rough polarisability volume for a small surface group is 0.002 nm³. This gives αS = 0.387 and p/p₀ = 1/1.387 = 0.721, and the affinity change becomes

Δχ = −0.2938 eV × 0.721 = −0.212 eV.

The assumption of a common moment was tested by solving the coupled equations for all dipoles in a patch of radius 8 nm. The central dipole had p/p₀ = 0.727. The slight excess over 0.721 is what the missing neighbours explain: sites beyond R contribute 2πN/R = 6.1 nm⁻³ to S, and removing them from the formula gives 1/(1.387 − 0.012) = 0.727.

The silicon changes this result through the image dipoles. Take p₀ first as the moment a unit would have away from the silicon; the images then weaken the depolarisation a little. They lie at a depth h below the layer, where h is twice the height of the dipoles above the image plane. Their normal field at a site, per unit moment and without the factor 1/(4πε₀), is βI with

I = Σ (2h² − s²)/(h² + s²)^(5/2),

where s is the lateral distance and the site's own image, s = 0, is included. That image alone contributes 2/h³ and supports the dipole; distant images oppose it. For a rough height of 0.15 nm, h = 0.30 nm, and the sum is I = 20.0 nm⁻³. With β = 0.843 the effective sum is

S − βI = 193.7 − 0.843 × 20.0 = 176.8 nm⁻³,

and the affinity change is −0.2938 eV/(1 + 0.002 × 176.8) = −0.217 eV. This number is softer than the previous one, because a point dipole is a crude model for charges 0.19 nm apart at such a height. If each dipole is instead a pair of charges at that distance, polarised by the mean field between them, −0.217 eV becomes −0.236 eV, while the value without images moves only from −0.212 to −0.218 eV.

If p₀ is instead the moment of a single unit already on the silicon, its own image has acted and must not be counted again. The shift is then multiplied by 1 − 2αβ/h³ = 0.875, which gives −0.190 eV. Only the images of the other dipoles are new in the full layer, and with this reference the silicon strengthens the depolarisation.

These corrections apply if 0.1 D belongs to an isolated unit. If it was obtained for the complete monolayer, for instance from a calculation of the covered surface, the neighbours have already acted. Applying the factor 0.721 would then count them twice, and −0.29 eV stands.

**A sparser layer**

With depolarisation neglected, the shift is proportional to N, so half a monolayer gives −0.147 eV. With depolarisation the shift falls less than in proportion, since the opposing field weakens too. If the half layer is a uniformly stretched hexagonal lattice, each distance grows by √2 and S falls by 2^(3/2). Then αS = 0.137, and without images

Δχ = −0.147 eV/1.137 = −0.129 eV.

If instead half of the original sites are filled at random, the mean-field value of the sum is S/2, and the shift is −0.147 eV/1.194 = −0.123 eV. Halving the coverage at fixed α thus leaves about 0.6 of the full-layer value of −0.212 eV. In the dilute limit αS tends to zero, and in this model without images the simple formula becomes correct for the averaged step.

**Beside a real surface**

The density used here is that of one dipole per surface atom. The (111) surface lattice of silicon has neighbour distance a₀/√2, where a₀ is the cubic lattice constant. Each site occupies (√3/4)a₀², so N = 4/(√3a₀²). With a₀ roughly 0.543 nm this is 7.83 × 10¹⁴ cm⁻², and a count of lattice points in a finite disc gave 7.84 × 10¹⁴ cm⁻². Methyl-terminated Si(111) is a real case of this kind, with the positive end outward and an affinity lowered by roughly a few tenths of an electronvolt. The model is in that regime, though 0.1 D is a round number and not a property derived for the methyl group. The assumption that such a dense layer breaks most clearly is the fixed moment; for the parameters above, dropping it reduces the shift by roughly a fifth to a third. Missing groups reduce it further: 10 per cent of empty sites costs about 0.03 eV in the simple formula, and roughly half of that when depolarisation is included, because the remaining dipoles then grow a little. A comparison with clean, reconstructed silicon contains one more term, because the reconstruction has a surface dipole of its own, which the covering layer removes.

The charges involved are small. For a rough separation of 0.19 nm, 0.1 D corresponds to 0.011 e at each end. The mean field between them is nevertheless 15.5 MV/cm, far above the rough 0.3 MV/cm at which bulk silicon breaks down. This does not signal breakdown of the layer. An electron crossing it gains 0.29 eV from the averaged step, well below the silicon gap of roughly 1.1 eV. That gain alone is too small to create an electron–hole pair by impact.

**What the difference does to a calculation**

The simple estimate gives −0.29 eV; the corrected model with point dipoles gives −0.19 to −0.22 eV, depending on whether the isolated moment is that of a unit on the silicon or away from it. Both have the same sign, and for a decision on whether the shift can be ignored they agree. They part company when the result enters an exponential. Consider an ideal contact between n-type silicon and a metal of work function W, with no interface states, with the dipole layer unchanged by the contact, and with the small image-force lowering of the barrier neglected. Let W be large enough that the silicon is depleted at the contact even without the layer. The electron barrier is W − χ, so it rises by |Δχ|. This needs light doping. The charge that balances the depletion charge now sits on the metal, outside the layer, so the drop εFd described earlier acts in full and lowers the barrier again. For 0.6 V of band bending and d = 0.19 nm it is about 0.01 V at a doping of 10¹⁶ cm⁻³, but about 0.1 V at 10¹⁸ cm⁻³. The figures that follow leave it out. At 300 K, where k_BT = 0.02585 eV, the thermionic current at fixed W falls by a factor exp(|Δχ|/k_BT). That is nearly 10⁵ for 0.294 eV, but only about 4 × 10³ for 0.217 eV and 1.6 × 10³ for 0.190 eV. An estimate good enough to place the bands is thus not good enough to predict this current, and there the moment within the full layer has to be known.

Since Δχ is proportional to p, its precision is that of the dipole moment. If 0.1 D is known to one figure, the answer should be quoted as a decrease of about 0.3 eV. The numerical output lists the main values behind these estimates.

Table of computed values

```
dipole moment: 0.10 D
dipole moment in SI: 3.3356e-31 C m
dipole density: 7.80e+14 cm^-2
silicon lattice constant (rough): 0.543 nm
counted (111) site density: 7.84e+14 cm^-2
site spacing at the given density: 0.385 nm
step for 1 D at 1e14 cm^-2: 0.3767 V
potential step, outside minus inside: +0.2938 V
electron affinity change: -0.2938 eV
same from Coulomb sum over pairs: -0.2924 eV
number of pairs in that sum: 980215
radius of that disc: 200 nm
charge separation (rough): 0.19 nm
equivalent charge at each end: 0.0110 e
mean field inside the layer: 15.5 MV/cm
silicon relative permittivity (rough): 11.7
Poisson step, layer outside silicon: 0.2938 V
Poisson step, layer inside silicon: 0.0251 V
polarisability volume (rough): 0.0020 nm^3
lattice sum S of 1/r^3: 193.7 nm^-3
product alpha S: 0.387
moment ratio from formula: 0.721
moment ratio from coupled dipoles: 0.727
affinity change with depolarisation: -0.212 eV
dipole height above image plane (rough): 0.15 nm
image factor beta: 0.843
image lattice sum I: 20.0 nm^-3
affinity change with images as well: -0.217 eV
tilt considered: 10 degrees
affinity change with tilt only: -0.2894 eV
shortest reciprocal vector G: 18.86 nm^-1
height for ripple estimate: 0.30 nm
potential ripple above a site: 3.14 mV
```
